# Resistance increase from a saturated, liner-bridged void in a copper line

## Problem

A copper interconnect of length $L$ lies in a trench whose bottom and side walls carry a thin conducting liner. Copper atoms cannot leave or enter at either end. A void has opened at the cathode and spans the whole copper cross-section, so that the current passes it through the liner. The current is held constant until the void stops growing.

(a) Find the stress along the line and the length of the saturated void.

(b) Find the fractional increase of the line resistance. Separate the part driven by the electron wind from the part that would appear without current, and show how the wind-driven part depends on current density and length.

(c) Evaluate the result for a 50 µm line carrying 0.6 MA/cm² at 573 K. The trench is 100 nm wide and 200 nm high, and the liner is 5 nm thick. Use these rough values:

- copper resistivity 4 µΩ cm, liner resistivity 200 µΩ cm;
- effective charge number $Z=1$, atomic volume $\Omega=0.0118$ nm³;
- effective modulus of the confined line $B=20$ GPa;
- uniform tension before voiding $\sigma_T=50$ MPa.

(d) Decide which neglected effects matter for these numbers.

**Conventions.** Tension is positive. The coordinate $x$ runs from the cathode, $x=0$, to the anode, $x=L$, which is the direction of electron flow. $Z>0$ is the magnitude of the effective charge number, the wind force on an atom points along $+x$, and $j>0$ is the magnitude of the current density in intact copper. Subscripts $c$ and $l$ denote copper and liner, and $r=\rho/A$ is a resistance per length.

## Hints

1. An atom feels the wind and the gradient of its chemical potential. What must their sum be when the void no longer grows, given that no atom passes the anode?
2. A free, flat void surface carries no normal stress. This fixes the constant in the stress profile.
3. The atoms missing from the void are still in the line. They have changed its stress from $\sigma_T$ to the final profile.
4. Before voiding, copper and liner conduct in parallel. Compare resistances per length with and without copper.
5. The wind-driven part is the increase at current density $j$ minus the increase that stress relaxation alone would give.

## Solution

### (a) Stress and void length

Tension lowers the chemical potential of an atom by $\Omega\sigma$, so the stress gradient exerts the force $\Omega\,\partial\sigma/\partial x$. The electric field in the copper has magnitude $\rho_c j$, and the wind force is $Ze\rho_c j$. With mobility $D/kT$, where $D$ is the effective atomic diffusivity, the drift velocity is

$$v=\frac{D}{kT}\left(\Omega\frac{\partial\sigma}{\partial x}+Ze\rho_c j\right).$$

The surroundings hold the volume of each line element nearly fixed. Adding atoms therefore compresses it: if $n$ is the number of atoms per length, $d\sigma=-B\,dn/n$. Conservation of atoms reads $\partial n/\partial t=-\partial(nv)/\partial x$. To first order in the small relative change of $n$, this gives

$$\frac{\partial\sigma}{\partial t}=B\frac{\partial v}{\partial x}.$$

At saturation the left side vanishes, so $v$ is uniform. It is zero at the blocked anode and hence zero everywhere. The bracket in the drift velocity must vanish:

$$\frac{d\sigma}{dx}=-G,\qquad G=\frac{Ze\rho_c j}{\Omega}.$$

The condition $\sigma(0)=0$ at the void surface gives $\sigma(x)=-Gx$. The anode is under compression, with $\sigma(L)=-GL$. The diffusivity has dropped out; it sets the time to reach this state, not the state itself.

The stress has fallen from $\sigma_T$ to $-Gx$. An element $dx$ has thus gained the fraction $(\sigma_T-\sigma)/B$ of its atoms, and these atoms came from the void. To first order in void length over line length, the integral may run over the whole line:

$$l=\int_0^L\frac{\sigma_T+Gx}{B}\,dx=\frac{\sigma_T L}{B}+\frac{GL^2}{2B}.$$

Division by $L$ gives

$$\frac{l}{L}=\frac{\sigma_T}{B}+\frac{GL}{2B}.$$

The first term is the void left by relaxing the initial tension. The second is the material that the wind has packed towards the anode. The factor $1/2$ is the average of a compression that rises linearly from zero to $GL$.

This assumes that a void exists. In a void-free line with blocked ends the slope is again $-G$, but the mean stress must stay at $\sigma_T$, so the cathode tension settles at $\sigma_T+GL/2$. If the line withstands that tension, no void opens and the resistance formula below does not apply.

### (b) Resistance

An intact line has resistance per length

$$r_0=\frac{r_l r_c}{r_l+r_c},$$

and initial resistance $R_0=r_0L$. Over the void only the liner conducts. The increase per void length is

$$r_l-r_0=\frac{r_l(r_l+r_c)-r_lr_c}{r_l+r_c}=\frac{r_l^2}{r_l+r_c}.$$

Since $\Delta R=l(r_l-r_0)$,

$$\frac{\Delta R}{R_0}=\frac{l}{L}\,\frac{r_l^2}{r_l+r_c}\,\frac{r_l+r_c}{r_lr_c}=\frac{l}{L}\,\frac{r_l}{r_c}.$$

The sum $r_l+r_c$ cancels, so this step does not require the liner to be a poor conductor. It does assume a flat void front and ideal contact between liner and copper. With the void length from part (a),

$$\frac{\Delta R}{R_0}=\frac{\rho_lA_c}{\rho_cA_l}\left(\frac{\sigma_T}{B}+\frac{Ze\rho_c jL}{2B\Omega}\right).$$

Without wind the second term is absent. Subtracting that case leaves

$$\left(\frac{\Delta R}{R_0}\right)_{\rm wind}=\frac{Ze}{2B\Omega}\,\frac{\rho_lA_c}{A_l}\,jL .$$

For fixed materials and cross-section, the wind-driven fractional increase is proportional to $jL$. The void length itself is not: its wind part goes as $jL^2$. One factor of $L$ is removed because the initial resistance is also proportional to $L$.

The copper resistivity has cancelled. A more resistive copper line has a larger field and a longer void, but it also has a larger initial resistance against which the increase is measured. The cancellation holds at fixed $Z$. In real metals $Z$ itself varies with resistivity, and when temperature changes the product $Z\rho_c$ is often more nearly constant than $Z$.

The formula can be read as a ratio of energies. If the copper current $jA_c$ flowed through the liner along the full length $L$, the voltage would be $V_l=\rho_l jLA_c/A_l$. The wind-driven fraction is $ZeV_l/(2B\Omega)$, which compares an electrical energy with an elastic one.

The total increase is not proportional to $jL$. It is a straight line in $jL$ with a constant offset $(r_l/r_c)\sigma_T/B$. In the limit $jL\to0$ that offset remains, provided the void is already there. In the opposite limit, growing $jL$ raises the anode compression $GL$ until the surroundings give way and copper is extruded. Atoms then leave the confined line, and the void can grow beyond the saturated length. If the liner stops conducting, $r_l\to\infty$ and the line is open.

### (c) The copper line

The copper is $100-2\times5=90$ nm wide and $200-5=195$ nm high, so $A_c=17550$ nm². The liner has the rest of the trench, $A_l=20000-17550=2450$ nm². Hence

$$\frac{r_l}{r_c}=\frac{200}{4}\times\frac{17550}{2450}=358.$$

The field in the copper is 4 µΩ cm × 0.6 MA/cm² = 2.4 V/cm, so the wind force is 2.4 eV/cm. Division by the atomic volume gives $G=3.26$ MPa/µm. Over 50 µm the anode stress is $-163$ MPa.

The two void fractions are

$$\frac{GL}{2B}=\frac{163\ \text{MPa}}{2\times20\ \text{GPa}}=0.407\,\%,\qquad
\frac{\sigma_T}{B}=\frac{50\ \text{MPa}}{20\ \text{GPa}}=0.25\,\%.$$

The wind contributes 204 nm of void, and the total length is 329 nm. Multiplication by the resistance ratio gives

$$\left(\frac{\Delta R}{R_0}\right)_{\rm wind}=358\times0.407\,\%\approx146\,\%,$$

$$\left(\frac{\Delta R}{R_0}\right)_{\rm thermal}=358\times0.25\,\%\approx90\,\%.$$

The total is about 235 %: a line that began at 114 Ω ends at more than three times that resistance. A void occupying less than one per cent of the length does this because each voided nanometre has several hundred times the resistance of an intact one.

Here $jL=3000$ A/cm, so the wind part rises by 49 % of $R_0$ per 1000 A/cm. It reaches 10 % at about 206 A/cm. This is not a safe limit for the total, since relaxation of the initial tension alone already gives 90 % once a void has formed.

The scaling was tested by integrating the transport equation in time, with the void length accumulated from the atom flux at its surface, and then solving a resistor network of copper and liner. With the inputs above this gave a wind part of 145.9 %. Doubling $j$ and halving $L$ left it at 145.9 %; doubling $j$ at fixed $L$ gave 291.8 %; lowering the copper resistivity to 2.7 µΩ cm left it at 145.9 %. The numerical output follows the text.

### (d) What the model neglects

**Finite void length and strain.** Let $s=\sigma_T/B$, $g=GL/B$ and $f=l/L$. If $B$ is constant, $d\sigma=-B\,dn/n$ integrates to an atom density proportional to $e^{-\sigma/B}$. The remaining copper has length $(1-f)L$, and atom conservation becomes

$$\int_0^{1-f}e^{s+gy}\,dy=1 .$$

Expansion to second order gives

$$(1-f)\left(1+s+\frac{s^2}{2}\right)+\frac{g(1+s)(1-f)^2}{2}+\frac{g^2}{6}=1.$$

The first-order solution is $f=s+g/2$. Inserting it in the second-order terms yields

$$f=s+\frac g2-\left(\frac{s^2}{2}+sg+\frac{g^2}{3}\right).$$

For this line the full integral condition shortens the void by 0.69 % of its first-order length. Strict proportionality to $jL$ is thus a leading-order law, but a good one here.

**Shape of the void front.** Suppose the front is tilted by 45° through the copper height $h=195$ nm, at unchanged void volume. The fully bridged length falls by $h/2$, or 97.5 nm, which is 30 % of the void length. If the whole liner were at one potential in each cross-section, the wedge of copper beside it would restore little resistance, because even a thin copper layer conducts better than the liner. Treating the wedge as a series of thin slices, each with copper and liner in parallel, gives a total $\Delta R$ that is 29 % smaller than for the flat front. This is an upper bound. The current in the tall side walls must travel sideways through the thin liner to reach the slanted copper, and the slice picture omits that resistance. The three-dimensional current flow gives a reduction of about 8 % when the wedge lies at the top of the trench and about 16 % when it lies at the bottom.

This is a large correction to the total, but it is a fixed length subtracted from the void. If the front has the same shape with and without wind, and both voids span the copper, it nearly cancels from the wind-driven difference. What remains is a few per cent. The wedge of the shorter void lies close to the cathode, so the length it saves differs somewhat; for an equipotential cathode end this raises the wind part by about 3 to 4 %. Crowding of current in the thin wedge adds some wind force, worth at most about 2 %. The void without wind is 125 nm long on average, which exceeds the 97.5 nm this tilted front needs to span the copper.

If the void bulges into the copper, surface energy also leaves a residual tension $\sigma_s$ at the front. It shifts the whole profile to $\sigma_s-Gx$ and replaces $\sigma_T$ by $\sigma_T-\sigma_s$ in the void length. Its size follows from a force balance on the front, $\sigma_sA_c=\gamma_sP\cos\theta$, where $\gamma_s$ is the surface energy, $P=570$ nm the perimeter of the copper cross-section and $\theta$ the contact angle of copper on the walls. With the rough values $\gamma_s=1.5$ J/m² and $\theta=60^\circ$, $\sigma_s$ is about 24 MPa, which halves the thermal part. This effect therefore matters for the total. At fixed $\sigma_s$ the wind part is unchanged as long as the void without wind still spans the copper. With $\sigma_s=24$ MPa that void is only 64 nm long, too short for the 45° front above, so the two effects together can change the wind part as well. For a strongly curved front $\sigma_s$ approaches $\sigma_T$, and the void without wind nearly disappears.

**Heating of the liner.** The liner over the void carries 4.3 MA/cm². Let $q$ be the heat lost to the surroundings per length and kelvin. At the hottest point conduction along the line cannot bring heat in, so the temperature rise obeys $\Delta T\le I^2r_l/q$, where $I$ is the total current. With the rough value $q=2$ W/(m K), the bound is 4.6 K. A heat-flow calculation with an insulated cathode end gives 4.3 K. The assumption of uniform temperature is reasonable for these inputs.

**Comparison with real lines.** A temperature near 570 K and a current density near 1 MA/cm² are typical of accelerated tests on copper. A $jL$ of a few thousand A/cm is roughly where such lines begin to form voids. The material inputs are rough, and the result is sensitive to them. For example, soft dielectrics give a smaller $B$, and halving it to 10 GPa doubles the wind part to 292 %. Real void fronts are not flat, which in the tilted example lowers the total by roughly 8 to 16 %. The calculated increase is therefore an estimate of size, and an error of a factor of two or more is possible. It also requires a liner that stays intact and connected to the via; a void that cuts this connection opens the circuit.

## Variation 1: time to saturate, and the temperature of use

*How long does the line take to saturate at 573 K, and what changes at 378 K?*

Combining the two transport equations at constant current gives

$$\frac{\partial\sigma}{\partial t}=\kappa\frac{\partial^2\sigma}{\partial x^2},\qquad \kappa=\frac{DB\Omega}{kT}.$$

Let $u$ be the difference between $\sigma$ and its final profile. It obeys the same equation, with $u=0$ at the void and $\partial u/\partial x=0$ at the anode. The modes are $\sin[(m+\tfrac12)\pi x/L]$ with $m=0,1,2,\dots$. The slowest has $m=0$ and decays as $e^{-t/\tau}$, where

$$\tau=\frac{4L^2}{\pi^2\kappa}.$$

With the rough value $D=6\times10^{-13}$ cm²/s at 573 K, $\tau$ is 6.6 days. After three such times the slowest mode has fallen to 5 % of its initial amplitude, so saturation is within reach of a test lasting weeks. At fixed $jL$ a shorter line ends with the same wind-driven fraction, provided its void would span the copper even without wind, and it gets there sooner, as $L^2$.

At 378 K, an activation energy of 0.9 eV lengthens $\tau$ to about 140 years. For this line saturation then lies far beyond a service life of ten years. The void grows fastest at the start, however, so part of the increase comes early.

The limit itself also changes. Take a copper resistivity of 2.7 µΩ cm and, because the cooler line is held in greater tension, $\sigma_T=200$ MPa; both are rough. The thermal part becomes

$$\frac{200}{2.7}\times\frac{17550}{2450}\times\frac{200\ \text{MPa}}{20\ \text{GPa}}\approx531\,\%.$$

At the same $jL$, and with $Z$, $B$ and the liner resistivity held fixed, the wind part stays at 146 %. With these values, a flat-fronted void that spans the copper from the start raises the resistance by about 110 % in ten years, against about 680 % at saturation. The saturated increase measured at high temperature therefore cannot be carried over unchanged: the thermal offset grows, and the wind term stays the same only if $Z$ does. If instead $Z\rho_c$ is held fixed, the wind part rises to about 216 %.

## Variation 2: current returning from liner to copper

*The current needs a finite distance to re-enter the copper beyond the void. How much resistance does this add?*

Put $x=0$ at the void edge for this calculation. Let $i_l$ and $i_c=I-i_l$ be the currents in liner and copper, $V_l$ and $V_c$ their local potentials, and $\gamma$ the coupling conductance per length. Then

$$\frac{dV_l}{dx}=-r_li_l,\qquad \frac{dV_c}{dx}=-r_ci_c,\qquad \frac{di_l}{dx}=-\gamma(V_l-V_c).$$

Differentiating the last equation and inserting the first two gives

$$\frac{d^2i_l}{dx^2}=\gamma(r_li_l-r_ci_c)=\gamma\left[(r_l+r_c)i_l-r_cI\right].$$

All current starts in the liner, $i_l(0)=I$, and far away it divides as in an intact line. Hence

$$i_l=\frac{I}{r_l+r_c}\left(r_c+r_le^{-x/\lambda}\right),\qquad \lambda=\frac{1}{\sqrt{\gamma(r_l+r_c)}}.$$

The exponential part causes an extra voltage drop along the liner. Integrating $r_li_l$ for that part and dividing by $I$ gives the added resistance

$$\delta R=\frac{r_l^2\lambda}{r_l+r_c}=(r_l-r_0)\lambda .$$

The void thus acts as if it were longer by $\lambda$, and $\delta R/\Delta R=\lambda/l$.

To estimate $\gamma$, let the current cross half the liner thickness over the contact width $90+2\times195=480$ nm, with no resistance at the interface itself. This gives $\lambda=3.6$ nm and raises the total $\Delta R$ by 1.1 %. Since $\lambda$ is smaller than the liner thickness, the two-conductor picture is rough here and the figure shows the size of the effect only; the two-dimensional field of a thin liner on copper gives about 2.4 nm, or 0.7 %. A resistive interface lowers $\gamma$ and lengthens $\lambda$. The added length does not depend on $j$, so it too cancels from the wind-driven difference and leaves the $jL$ scaling intact.

## Computed values

```
Line length: 50 um
Copper current density: 0.6 MA/cm2
Product jL: 3000 A/cm
Test temperature: 573 K
Trench width: 100 nm
Trench height: 200 nm
Liner thickness: 5 nm
Copper area: 17550 nm2
Liner area: 2450 nm2
Copper resistivity, rough: 4 uohm cm
Liner resistivity, rough: 200 uohm cm
Effective charge number Z, rough: 1 (no unit)
Atomic volume: 0.0118 nm3
Effective modulus B, rough: 20 GPa
Initial tension, rough: 50 MPa
Stress gradient G: 3.259 MPa/um
Anode stress: -162.9 MPa
Wind void fraction: 0.4073 %
Thermal void fraction: 0.25 %
Wind void length: 203.7 nm
Total void length: 328.7 nm
Ratio r_l/r_c: 358.2 (no unit)
Intact line resistance: 113.6 ohm
Wind-driven dR/R0, formula: 145.9 %
Wind-driven dR/R0, numerical: 145.9 %
Same jL, half length, numerical: 145.9 %
Double j, numerical: 291.8 %
Copper resistivity 2.7 uohm cm, numerical: 145.9 %
Thermal dR/R0: 89.54 %
Total dR/R0: 235.4 %
Wind dR/R0 per 1000 A/cm: 48.63 %
jL for 10 % wind increase: 205.6 A/cm
Wind dR/R0 if B is halved: 291.8 %
Nonlinear change of void length: -0.689 %
Liner-copper transfer length: 3.57 nm
Transfer change of total dR: 1.09 %
Network mesh shift in dR/R0: 0.00015 % points
45 degree front change of total dR: -28.9 %
Liner current density: 4.31 MA/cm2
Heat loss per length and kelvin, rough: 2 W/(m K)
Liner heating, upper bound: 4.55 K
Liner heating, heat-flow solution: 4.31 K
Effective diffusivity at test, rough: 6e-13 cm2/s
Activation energy, rough: 0.9 eV
Slowest decay time at test: 6.55 days
Use temperature: 378 K
Copper resistivity at use, rough: 2.7 uohm cm
Initial tension at use, rough: 200 MPa
Thermal dR/R0 at use, if saturated: 530.6 %
Slowest decay time at use: 143 years
```
